\section*{Pore radius from the pressure dependence of gas permeance}

\section{Problem}

A porous membrane of thickness $L$ separates two volumes of the same ideal gas at temperature $T$. Its pores are long cylinders of one unknown radius $a$. Their number is unknown, and so is their length $\ell\ge L$, since they may wind through the membrane. The bends are taken to be gentle compared with $a$, so that the formulas for a straight cylinder apply along the pore. The steady molar flow per membrane area, divided by the pressure drop $\Delta p=p_1-p_2>0$, is the permeance $\Pi$. Permeability here means $\Pi L$. Both have the same slope-to-intercept ratio when plotted against the mean pressure $p_m=(p_1+p_2)/2$.

Assume that the flow is isothermal and slow, that the walls re-emit molecules diffusely (with no memory of their incoming direction), and that the viscous and Knudsen fluxes add. The last assumption is a model, and part (d) examines it.

The following readings are invented. They are for nitrogen at $T=298$ K, with molar mass $M=28.014$ g/mol and $L=60\ \mu$m. The viscosity is set to $\mu=17.8\ \mu$Pa\,s for this exercise.

\begin{center}
\begin{tabular}{cc}
$p_m$ (Torr) & $\Pi$ ($10^{-5}$ mol m$^{-2}$ s$^{-1}$ Pa$^{-1}$)\\
300 & 6.99\\
600 & 7.51\\
900 & 8.13\\
1200 & 8.66\\
1500 & 9.26
\end{tabular}
\end{center}

\begin{enumerate}
\item[(a)] Show that $\Pi=I+Sp_m$, and express $a$ through $S/I$ without porosity or tortuosity.
\item[(b)] Find $a$ and its standard error from the scatter of the readings.
\item[(c)] Find the combination of porosity and tortuosity that the data determine once $a$ is known.
\item[(d)] Replace additivity by a kinetic model of molecular collisions. How does the inferred radius change?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item For the viscous flux, balance the pressure gradient against shear and multiply the mean velocity by the molar concentration $p/RT$.
\item For the Knudsen flux, follow a molecule backwards to the wall. It carries the density of the place it left. Averaging the backward distance is easiest if the cross-section is cut into parallel chords.
\item The flux is constant along a pore, but the pressure gradient is not. Integrate before inserting a mean pressure.
\item The fitted slope and intercept are correlated. The fitted slope and the mean reading are not, if the readings have independent errors of equal size.
\item In part (d), ask how long a molecule has been accelerated along the pore since it last touched the wall.
\end{enumerate}

\section{Solution}

\subsection*{(a) The two fluxes and their ratio}

Let $x$ run along the pore and $r$ be the distance from its axis. Slow viscous flow obeys
\begin{equation}
\frac1r\frac{d}{dr}\left(r\frac{du}{dr}\right)=\frac1\mu\frac{dp}{dx}.
\end{equation}
One integration, with finite shear on the axis, gives $du/dr=(r/2\mu)\,dp/dx$. A second, with $u(a)=0$, gives
\begin{equation}
u=-\frac{a^2-r^2}{4\mu}\frac{dp}{dx},\qquad
\langle u\rangle=\frac{2}{a^2}\int_0^a u\,r\,dr=-\frac{a^2}{8\mu}\frac{dp}{dx},
\end{equation}
because $\int_0^a(a^2-r^2)r\,dr=a^4/4$. The viscous molar flux per pore area is therefore $-(a^2p/8\mu RT)\,dp/dx$.

For the Knudsen flux, neglect collisions between molecules. Let the wall at $x$ emit as a gas of number density $n(x)$ would, with $n$ linear in $x$. A molecule moving at angle $\theta$ to the axis, whose path projected on the cross-section has length $s$ back to the wall, left the wall at $x-s\cot\theta$. Directions $\theta$ and $\pi-\theta$ are equally weighted, so the shifts cancel in the density and in the flux striking the wall. The linear profile thus reproduces itself, and $p=nk_BT$ holds with the same $n$.

The shifts do not cancel in the axial flux, which carries a factor $\cos\theta$. With the mean speed $\bar v=\sqrt{8RT/\pi M}$ and azimuth $\phi$,
\begin{align}
\frac{\bar v}{4\pi}\int d\Omega\,\cos\theta\,n(x-s\cot\theta)
&=-\frac{\bar v}{4\pi}\frac{dn}{dx}\int_0^{2\pi}s\,d\phi\int_0^\pi\cos^2\theta\,d\theta\nonumber\\
&=-\frac{\bar v}{8}\frac{dn}{dx}\int_0^{2\pi}s\,d\phi .
\end{align}
Here $\sin\theta$ from the solid angle cancelled that in $\cot\theta$, and the last angular integral is $\pi/2$.

Now average $s$ over the cross-section for one direction $\phi$. A chord at offset $y$ has half-length $h=\sqrt{a^2-y^2}$. Along it $s$ runs uniformly from $0$ to $2h$, so its mean is $h$:
\begin{equation}
\langle s\rangle=\frac1{\pi a^2}\int_{-a}^{a}(2h)\,h\,dy
=\frac{2}{\pi a^2}\cdot\frac{4a^3}{3}=\frac{8a}{3\pi}.
\label{eq:chord}
\end{equation}
All directions give the same mean, so the $\phi$ integral is $2\pi\langle s\rangle=16a/3$ and the flux is $-(2/3)a\bar v\,dn/dx$. In moles, $dn/dx$ becomes $(1/RT)\,dp/dx$.

Adding the fluxes gives, per pore area,
\begin{equation}
j=-\frac1{RT}\left(\frac23a\bar v+\frac{a^2p}{8\mu}\right)\frac{dp}{dx}.
\end{equation}
In steady flow $j$ is constant. Integrating from $p_1$ to $p_2$ over the length $\ell$ gives
\begin{align}
j\ell&=\frac1{RT}\left[\frac23a\bar v(p_1-p_2)+\frac{a^2}{16\mu}(p_1^2-p_2^2)\right]\nonumber\\
&=\frac{\Delta p}{RT}\left[\frac23a\bar v+\frac{a^2}{8\mu}p_m\right],
\end{align}
since $p_1^2-p_2^2=2p_m\Delta p$. Within this model the mean pressure is the correct variable even for a large pressure drop.

Suppose that $N$ pores cross the membrane area $A$. The flow per membrane area is $N\pi a^2j/A$. Define
\begin{equation}
B=\frac{N\pi a^2}{A\ell},\qquad \varepsilon=\frac{N\pi a^2\ell}{AL},\qquad \tau=\frac{\ell}{L},
\end{equation}
where $\varepsilon$ is the volume porosity and $\tau$ the tortuosity. Then $B=\varepsilon L/\ell^2=\varepsilon/(\tau^2L)$, and
\begin{equation}
\Pi=I+Sp_m,\qquad I=\frac{2Ba\bar v}{3RT},\qquad S=\frac{Ba^2}{8\mu RT}.
\label{eq:line}
\end{equation}
Division removes $B$ and $RT$:
\begin{equation}
\frac SI=\frac{a^2}{8\mu}\,\frac{3}{2a\bar v}=\frac{3a}{16\mu\bar v}
\quad\Longrightarrow\quad
\boxed{a=\frac{16}{3}\,\mu\bar v\,\frac SI}.
\label{eq:radius}
\end{equation}
The radius survives because the viscous conductance of a pore grows as $a^4$ and the Knudsen conductance as $a^3$, while pore number and length multiply both. If equal-radius pores have different lengths, $1/\ell$ is replaced by its average over pores, which also cancels.

\subsection*{(b) The radius and its statistical error}

The mean pressure of the readings is $\bar p=900$ Torr and the mean permeance is $\bar\Pi=8.11$, in the table's unit $10^{-5}$ mol m$^{-2}$ s$^{-1}$ Pa$^{-1}$. Least squares gives
\begin{align}
S&=\frac{600(9.26-6.99)+300(8.66-7.51)}{2(600^2+300^2)}
=1.897\times10^{-3}\ \text{per Torr},\\
I&=8.11-900\,(1.897\times10^{-3})=6.403 .
\end{align}
With $1$ Torr $=133.32$ Pa, the ratio is $S/I=2.222\times10^{-6}$ Pa$^{-1}$. The mean speed is $\bar v=474.6$ m/s, so
\begin{equation}
a=\frac{16}{3}(17.8\times10^{-6})(474.6)(2.222\times10^{-6})\ \text{m}
=100.1\ \text{nm}.
\end{equation}

For the error, differentiate $\ln a=\ln S-\ln I+\text{const}$ and use $I=\bar\Pi-\bar pS$:
\begin{equation}
\frac{\delta a}{a}=\frac{\delta S}{S}-\frac{\delta\bar\Pi-\bar p\,\delta S}{I}
=\frac{\bar\Pi}{I}\frac{\delta S}{S}-\frac{\delta\bar\Pi}{I},
\end{equation}
where $I+\bar pS=\bar\Pi$ was used. A rise in slope lowers the intercept, and both raise $a$; hence the factor $\bar\Pi/I=1.27$. The residuals from the line are $0.018$, $-0.031$, $0.020$, $-0.019$ and $0.012$. Their squares sum to $0.00219$. Two parameters were fitted to five readings, so the scatter is $\sigma=\sqrt{0.00219/3}=0.027$. The standard error of $S$ is $\sigma/\sqrt{900\,000}$, or $1.50\,\%$ of $S$; that of $\bar\Pi$ is $\sigma/\sqrt5=0.012$. Since these errors are uncorrelated,
\begin{equation}
\frac{\sigma_a}{a}=\sqrt{(1.27\times0.0150)^2+(0.012/6.403)^2}=0.019 .
\end{equation}
The additive model gives $a=100.1\pm1.9$ nm. This error contains the scatter alone. An error in $\mu$ passes to $a$ in equal proportion.

The slope term would equal the intercept at $p_m=I/S\approx3400$ Torr. At the highest reading it supplies about 31\,\% of the fitted permeance, so the slope is the less certain of the two fitted quantities.

\subsection*{(c) What remains of porosity and tortuosity}

Equation (\ref{eq:line}) now gives
\begin{equation}
B=\frac{3IRT}{2a\bar v}=5.01\times10^3\ \text{m}^{-1},\qquad
\frac{\varepsilon}{\tau^2}=BL=0.301 .
\end{equation}
Permeance data do not separate $\varepsilon$ from $\tau$. For straight pores normal to the surface $\tau=1$, and $0.301$ is then the porosity itself. The thickness enters here and not in the radius.

\subsection*{(d) Collisions and the failure of additivity}

At 900 Torr the mean free path is about 55 nm, comparable with the radius found. Neither flux was derived for such a gas. Let $v_0=\sqrt{2RT/M}=420.6$ m/s. The Bhatnagar--Gross--Krook (BGK) model lets each molecule collide at a rate $\nu$ and then draws its new velocity from the Maxwell distribution about the local flow velocity $u$.

For a small pressure gradient write the distribution as $nF(1+h)$, where $F$ is the Maxwell distribution at rest. The linearized equation is
\begin{equation}
\mathbf v_\perp\!\cdot\nabla h+v_x\frac{n'}{n}
=\nu\left(\frac{2v_xu}{v_0^2}-h\right),
\end{equation}
where $\mathbf v_\perp$ is the velocity across the pore and $n'=dn/dx$. Multiply by $v_x$ and average over $v_x$, using $\langle v_x^2\rangle=v_0^2/2$. With $U=\langle v_xh\rangle$,
\begin{equation}
\mathbf v_\perp\!\cdot\nabla U=g+\nu(u-U),\qquad g=-\frac{v_0^2}{2}\frac{n'}{n},
\label{eq:drift}
\end{equation}
and $U=0$ for molecules leaving a diffuse wall. The average of $U$ over $\mathbf v_\perp$ is $u$.

Let $\Theta$ be the mean time since the last wall contact, at given position and $\mathbf v_\perp$, and let $t$ be its average over $\mathbf v_\perp$. Time accumulates at unit rate in flight, and a collision replaces $\Theta$ by $t$. Thus $\mathbf v_\perp\cdot\nabla\Theta=1+\nu(t-\Theta)$, with $\Theta=0$ on leaving the wall. This is Eq. (\ref{eq:drift}) divided by $g$, so $u=gt$: the flow velocity is an acceleration times the mean time since wall contact.

Write the cross-section average of $t$ as $(a/v_0)G$. The molar flux is $(p/RT)g(a/v_0)G$, and $n'/n=p'/p$, so
\begin{equation}
j=-\frac{av_0}{2RT}\,G(\delta)\frac{dp}{dx},\qquad
\delta=\frac{\nu a}{v_0}=\frac{ap}{\mu v_0}.
\end{equation}
The last equality uses the BGK viscosity $\mu=p/\nu$. It follows from a shear flow $u(y)$: the deviation from the local Maxwell distribution is $-(2v_xv_y/\nu v_0^2)\,du/dy$ relative to $F$, and with molecular mass $m$ its momentum flux is $-(mnv_0^2/2\nu)\,du/dy=-(p/\nu)\,du/dy$.

In the same notation, $\bar v=2v_0/\sqrt\pi$ turns the additive flux into
\begin{equation}
G_{\rm add}=\frac{8}{3\sqrt\pi}+\frac\delta4=1.5045+\frac\delta4 .
\end{equation}

Numerical solution of the BGK problem gives the same free-molecular limit. Between $\delta=20$ and 40 its slope is 0.2494, close to $1/4$. Fitting $G=\delta/4+C+D/\delta$ to these two points gives $C=2[G(40)-10]-[G(20)-5]\approx1.02$, and the same fit at larger $\delta$ converges to the high-pressure intercept 1.016, instead of 1.5045. At $\delta=1$ the solution gives $G=1.458$; an independent random walk, timed in units of $a/v_0$ until its first wall contact, gives $1.461\pm0.003$. In equilibrium, reversing the motion turns the time until the next wall contact into the time since the last one, so the two have the same mean.

At small $\delta$ the BGK flow falls with pressure. To first order in $\nu$, a collision during a flight of duration $D$ removes the remaining flight time, on average $\nu D^2/2$ per flight, and supplies a new mean time, on average at most $\nu D\,t_{\max}$. For flights with small transverse speed $c$, $D\propto1/c$ and the velocity weight is $c\,dc$. The mean gain is finite, while the mean loss contains $\int dc/c$, a logarithmic divergence that collisions cut off. The loss therefore wins as $\delta\to0$. Additivity has no such minimum.

The radius for which BGK theory, fitted at the same five pressures, gives the observed $S/I$ is $105.7$ nm. Changing the numerical basis and mesh moved it by $0.002$ nm. At this radius:

\begin{center}
\begin{tabular}{cccc}
$p_m$ (Torr) & $\delta$ & BGK $G$ & $G_{\rm add}/G-1$\\
300 & 0.565 & 1.393 & 18\,\%\\
600 & 1.130 & 1.482 & 21\,\%\\
900 & 1.694 & 1.593 & 21\,\%\\
1200 & 2.259 & 1.714 & 21\,\%\\
1500 & 2.824 & 1.840 & 20\,\%
\end{tabular}
\end{center}

The additive radius is 5\,\% below the BGK-matched one, although the additive flux is about 20\,\% too large. A constant factor in the flux would multiply $S$ and $I$ alike and cancel; here the factor is nearly constant. It does not cancel in the structure factor: the BGK match gives $\varepsilon/\tau^2=0.338$ instead of $0.301$. This comparison uses the local $G$ at $p_m$, and so assumes a small pressure drop. It also matches only the ratio $S/I$. Scaled to the readings, the tabulated BGK values leave residuals of up to $0.08$ in the unit of the permeance table, against $0.03$ for the straight line, so these invented readings are straighter than BGK theory predicts.

The partial cancellation belongs to this range of $\delta$. With gas, temperature and pressures held fixed, applying Eq. (\ref{eq:radius}) to BGK permeances of pores of 10, 100, 500 and 2000 nm radius returns $-9.7$, 93, 637 and 2820 nm. The negative value comes from the falling part of $G$. For wide pores the fitted line approaches $1.016+\delta/4$, and the formula then tends to $1.5045/1.016=1.48$ times the true radius. A straight plot is thus no proof that its intercept is the Knudsen term.

\subsection*{Relation to a real membrane}

The numbers lie in the regime of anodic alumina membranes, which can be coated by atomic layer deposition and have pore radii of roughly tens to a hundred or more nanometres and thicknesses of tens of micrometres. The measuring pressures are far above a typical deposition pressure, roughly 1 Torr, where $\delta$ would be about 0.002 for nitrogen in these pores and transport nearly free-molecular. Real pores vary in radius and their walls may reflect partly specularly; the variations below estimate both effects under additivity. Pore ends matter less. In free-molecular flow an opening has conductance $\bar v/4$ per area, against $2a\bar v/3\ell$ for the tube. Adding the two resistances gives an extra length $8a/3$. In viscous flow, Sampson's formula for a thin orifice gives an extra length $3\pi a/8$. With $\ell=L$ these two lengths make the formula overestimate $a$ by $0.25\,\%$. Simple addition understates the free-molecular part, however: solving the balance of molecules striking and leaving the wall for $\ell=600a$ gives an extra length of nearly $7a$, and the overestimate becomes about $0.9\,\%$. Both estimates combine the free-molecular and viscous limits; neither treats the flow through an opening at the intermediate $\delta$ of the readings. The BGK model is itself an approximation to nitrogen collisions, so $105.7$ nm measures the sensitivity to additivity and is not a certified radius.

\section{Variation 1: pores of unequal radius}

\textit{Pore $i$ has radius $a_i$ and length $\ell_i$. What does Eq. (\ref{eq:radius}) return under additivity?}

The flow through each pore is its area $\pi a_i^2$ times its flux. Summing the two terms separately gives
\begin{equation}
I\propto\frac23\bar v\sum_i\frac{a_i^3}{\ell_i},\qquad
S\propto\frac1{8\mu}\sum_i\frac{a_i^4}{\ell_i},
\end{equation}
with the same prefactor $\pi/(ART)$. Hence
\begin{equation}
a_{\rm app}=\frac{\sum_i a_i^4/\ell_i}{\sum_i a_i^3/\ell_i}.
\end{equation}
This is a mean of the radii with weights $a_i^3/\ell_i$, so it favours wide and short pores. Radii of 80, 100 and 130 nm with lengths of 60, 75 and 100 $\mu$m give 111.1 nm. Integrating the pressure profile in each pore, with end pressures $1.3p_m$ and $0.7p_m$, gives the same value.

For equal lengths and a narrow normal distribution of relative width $w$, the moments are $\langle a^4\rangle=\bar a^4(1+6w^2+3w^4)$ and $\langle a^3\rangle=\bar a^3(1+3w^2)$, so $a_{\rm app}\approx\bar a(1+3w^2)$. A spread of 10\,\% raises the result by 2.9\,\% of the mean radius. The line stays straight, so under additivity its shape cannot reveal the spread.

\section{Variation 2: partly specular walls}

\textit{A fraction $\alpha$ of wall collisions is diffuse and the rest are mirror reflections. How does the inferred radius change under additivity, if the viscous slope is kept?}

Trace a molecule back to its last diffuse collision. The first projected path has mean $h$ on a chord of half-length $h$. Mirror reflection in a circular pore preserves the angle to the wall, so each earlier chord has full length $2h$; it also preserves $\theta$. The $k$th extra chord is needed with probability $(1-\alpha)^k$. The mean backward path is
\begin{equation}
h+2h\sum_{k=1}^{\infty}(1-\alpha)^k
=h+2h\frac{1-\alpha}{\alpha}=h\,\frac{2-\alpha}{\alpha}.
\end{equation}
The factor is the same for every chord, so it multiplies the whole Knudsen term. With $S$ unchanged, Eq. (\ref{eq:radius}) returns
\begin{equation}
a_{\rm app}=\frac{\alpha}{2-\alpha}\,a .
\end{equation}
For $\alpha=0.9$ the Knudsen term grows by $1.222$; random flights with explicit reflections give $1.221\pm0.002$. The formula then returns 0.818 of the true radius, and the readings above would mean $100.1/0.818\approx122$ nm. If $\alpha$ is unknown, the permeance line fixes only the product $a\alpha/(2-\alpha)$ within this model. At $\alpha=0.9$ this shifts the radius inferred from the readings more than the change from additivity to BGK theory does, and repeating the measurement does not reduce it. The size of the shift depends on the model: in BGK theory with $\alpha=0.9$ the matched radius rises from 105.7 to about 121 nm, by 15\,\% rather than 22\,\%. Most of the computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
temperature: 298 K; molar mass: 28.014 g/mol
viscosity: 17.8 uPa s; thickness: 60 um
mean speed vbar: 474.6 m/s; v0: 420.6 m/s
reading at 300 Torr: 6.990e-05 mol/(m2 s Pa)
reading at 600 Torr: 7.510e-05 mol/(m2 s Pa)
reading at 900 Torr: 8.130e-05 mol/(m2 s Pa)
reading at 1200 Torr: 8.660e-05 mol/(m2 s Pa)
reading at 1500 Torr: 9.260e-05 mol/(m2 s Pa)
intercept I: 6.4030e-05 mol/(m2 s Pa)
slope S: 1.8967e-08 mol/(m2 s Pa Torr)
slope S: 1.4226e-10 mol/(m2 s Pa2)
S/I: 2.2218e-06 1/Pa
additive-model radius: 100.10 nm
standard error from scatter: 1.91 nm
B: 5009.4 1/m; porosity/tortuosity^2: 0.3006
Poiseuille coefficient, numerical: 0.125000
Knudsen coefficient, numerical: 0.666667
equal 100 nm pores recovered: 100.000 nm
80,100,130 nm bundle: 111.14 nm
same bundle, weighted mean: 111.14 nm
mean free path at 900 Torr: 55.3 nm
free-molecular G: 1.5045
BGK high-pressure intercept: 1.0164
BGK high-pressure slope: 0.24936
G(1), BGK: 1.4583
G(1), random walk: 1.4613 +/- 0.0026
BGK-matched radius: 105.71 nm
basis/mesh shift: -0.00178 nm
BGK-matched porosity/tortuosity^2: 0.3380
300 Torr: delta 0.565, G 1.3934, excess 18.1 %
600 Torr: delta 1.130, G 1.4815, excess 20.6 %
900 Torr: delta 1.694, G 1.5930, excess 21.0 %
1200 Torr: delta 2.259, G 1.7139, excess 20.7 %
1500 Torr: delta 2.824, G 1.8400, excess 20.1 %
BGK pore 10 nm: formula gives -9.7 nm
BGK pore 100 nm: formula gives 92.9 nm
BGK pore 500 nm: formula gives 637.3 nm
BGK pore 2000 nm: formula gives 2822.5 nm
radius bias for 10 % normal spread: 2.94 %
radius bias from pore ends, estimate: 0.25 %
diffuse fraction 0.9: Knudsen gain 1.2222
path gain, random flights: 1.2206 +/- 0.0017
resulting apparent/true radius: 0.8182
\end{verbatim}
